# The exact-exchange kernel for two electrons and helium singlet–triplet splittings

## The exercise

Two electrons form a spin singlet, with both spins in one spatial orbital. The external potential does not depend on spin, and of exchange and correlation only exchange is kept. Atomic units are used, $w(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$, and $v_H(\mathbf r)=\int w\,n(\mathbf r')\,d\mathbf r'$ is the Hartree potential of the total density $n$.

**(a)** Show that the exact-exchange kernel is $f_x=-w/2$ at every frequency, and find the kernel that acts on the spin density.

**(b)** Derive the linear-response equation for the excitation energies. Reduce it to a single pole, to first order in the kernel, and find the singlet and triplet energies.

**(c)** Evaluate the splittings of helium for $1s\to2s$ and $1s\to2p$. The exchange-only Kohn–Sham potential gives the orbital energies $\varepsilon_{1s}=-0.9179$, $\varepsilon_{2s}=-0.1583$ and $\varepsilon_{2p}=-0.1274$ hartree. The exchange integrals
$$K_{aa}=\iint \varphi_{1s}(\mathbf r)\varphi_a(\mathbf r)\,w\,\varphi_{1s}(\mathbf r')\varphi_a(\mathbf r')\,d\mathbf r\,d\mathbf r'$$
are $0.02260$ hartree for $2s$ and $0.00812$ hartree for $2p$. Judge the result.

## Hints

1. Let the Fock exchange operator act on the one occupied orbital of a given spin. What kind of operator does it look like there?
2. Keep the two spin densities separate until the kernel is known. A singlet excitation has $\delta n_\uparrow=\delta n_\downarrow$, a triplet excitation $\delta n_\uparrow=-\delta n_\downarrow$.
3. Write the change of the orbital with one amplitude for $e^{-i\omega t}$ and one for $e^{+i\omega t}$. Their sum and difference obey simple equations.
4. To judge (c), ask two separate questions: what do the discarded poles do, and what does the missing correlation do?

## Solution

### (a) The kernel

**Potential.** Let $\varphi_\sigma(\mathbf r,t)$ be the occupied orbital of spin $\sigma$. The spin density matrix has one term, $\gamma_\sigma(\mathbf r,\mathbf r')=\varphi_\sigma(\mathbf r)\varphi_\sigma^*(\mathbf r')$. Acting on $\varphi_\sigma$, the exchange operator gives
$$-\int\gamma_\sigma(\mathbf r,\mathbf r',t)\,w\,\varphi_\sigma(\mathbf r',t)\,d\mathbf r'
=\Big[-\int w\,n_\sigma(\mathbf r',t)\,d\mathbf r'\Big]\varphi_\sigma(\mathbf r,t),$$
because $\varphi_\sigma^*\varphi_\sigma=n_\sigma$ under the integral. On this orbital, nonlocal exchange is multiplication by the local potential
$$v_{x\sigma}(\mathbf r,t)=-\int w\,n_\sigma(\mathbf r',t)\,d\mathbf r'.$$

The exact-exchange potential is defined by the time-dependent optimized-potential condition: the difference between the nonlocal exchange operator and $v_{x\sigma}$, treated as a perturbation, must cause no first-order change of density. Here the difference gives zero on the occupied orbital at every time, so the condition is met. A purely time-dependent constant may be added to $v_{x\sigma}$ without effect.

For $n_\uparrow=n_\downarrow=n/2$ this is $v_x=-v_H/2$. The energy agrees:
$$E_x=-\tfrac12\sum_\sigma\iint|\gamma_\sigma|^2w
=-\tfrac12\cdot2\iint\tfrac{n(\mathbf r)}2\tfrac{n(\mathbf r')}2\,w
=-\tfrac14\iint n(\mathbf r)\,n(\mathbf r')\,w .$$
Its first derivative with respect to $n$ is $-v_H/2$, since the two factors $n$ contribute equally, and its second derivative is $-w/2$.

**Time dependence.** The potential at time $t$ depends on the spin density at the same $t$. Varying it gives
$$\frac{\delta v_{x\sigma}(\mathbf r,t)}{\delta n_{\sigma'}(\mathbf r',t')}=-\delta_{\sigma\sigma'}\,w\,\delta(t-t').$$
The Fourier transform of $\delta(t-t')$ is constant, so
$$f_{x,\uparrow\uparrow}=f_{x,\downarrow\downarrow}=-w,\qquad f_{x,\uparrow\downarrow}=0$$
at every frequency. The particle numbers are fixed, so $\int\delta n_\sigma\,d\mathbf r=0$. A term $g(\mathbf r)$ added to the kernel then contributes nothing, and a term $g'(\mathbf r')$ shifts the potential by a constant. The kernel is defined up to such terms.

**Two channels.** In the density channel $\delta n_\uparrow=\delta n_\downarrow=\delta n/2$, hence $\delta v_{x\uparrow}=\delta v_{x\downarrow}=-\frac12\int w\,\delta n$, which is $f_x=-w/2$. In the spin channel, with $m=n_\uparrow-n_\downarrow$, we have $\delta n_\uparrow=-\delta n_\downarrow=\delta m/2$, hence $\delta v_{x\uparrow}=-\delta v_{x\downarrow}=-\frac12\int w\,\delta m$. The kernel is again $-w/2$. For a general exchange–correlation kernel the density channel does not fix the spin channel. Here the two agree because exchange acts only between equal spins, $f_{x,\uparrow\downarrow}=0$.

The Hartree potential responds to $\delta n$ and not to $\delta m$. The total kernels are therefore
$$w-\tfrac12w=+\tfrac12w\ \text{(singlet)},\qquad 0-\tfrac12w=-\tfrac12w\ \text{(triplet)}.$$

**Where the argument stops.** With several occupied orbitals of one spin, exchange acting on $\varphi_i$ gives $-\sum_j\varphi_j(\mathbf r)\int\varphi_j^*\varphi_i\,w\,d\mathbf r'$. The terms $j\neq i$ are not a common local potential times $\varphi_i$, and the derivation fails. This already happens for two electrons of equal spin.

### (b) Excitation energies

Let $\varphi_0$ be the occupied orbital and $\varphi_a$ the empty ones, all real, with gaps $D_a=\varepsilon_a-\varepsilon_0$. Sums over $a$ include the continuum. With the phase $e^{-i\varepsilon_0t}$ removed, write the change of the spin-up orbital as
$$\delta\varphi=\sum_a\big(X_ae^{-i\omega t}+Y_a^*e^{i\omega t}\big)\varphi_a .$$
The part of $\delta n_\uparrow=\varphi_0\,\delta\varphi+\varphi_0\,\delta\varphi^*$ that varies as $e^{-i\omega t}$ is $\varphi_0\sum_a(X_a+Y_a)\varphi_a$.

Let $s=+1$ for the singlet and $s=-1$ for the triplet, so that $\delta n_\downarrow=s\,\delta n_\uparrow$. The induced potential for spin up is
$$\delta v_\uparrow=\int w\,(\delta n_\uparrow+\delta n_\downarrow)-\int w\,\delta n_\uparrow=\int w\,\delta n_\downarrow=s\int w\,\delta n_\uparrow .$$
Exchange cancels the action of the electron on itself; what remains is the field of the other electron. The matrix element of this potential is
$$\langle a|\delta v_\uparrow|0\rangle=s\sum_bK_{ab}(X_b+Y_b),\qquad K_{ab}=\iint\varphi_0\varphi_a\,w\,\varphi_0'\varphi_b' ,$$
where a prime on an orbital means that it is taken at $\mathbf r'$.

The linearized equation $i\,\partial_t\delta\varphi=(h_s-\varepsilon_0)\delta\varphi+\delta v_\uparrow\varphi_0$, with $h_s$ the static Kohn–Sham Hamiltonian and no external field, is projected on $\varphi_a$. Collecting $e^{-i\omega t}$, and the complex conjugate of the $e^{+i\omega t}$ part, gives in matrix form
$$\omega X=DX+sK(X+Y),\qquad-\omega Y=DY+sK(X+Y).$$
Adding and subtracting these equations yields
$$\omega(X-Y)=(D+2sK)(X+Y),\qquad\omega(X+Y)=D(X-Y).$$
Multiply the second by $\omega$ and insert the first: $\omega^2(X+Y)=D(D+2sK)(X+Y)$. With $X+Y=D^{1/2}Z$, multiplication by $D^{-1/2}$ from the left makes the problem symmetric:
$$\boxed{\;\omega^2Z=\big(D^2+2s\,D^{1/2}KD^{1/2}\big)Z\;}$$

**One pole.** To first order in $K$, the root that starts at $D_a$ needs the diagonal element alone: $\omega^2=D_a^2+2sD_aK_{aa}$. For $2p$ the three degenerate orbitals do not couple through $K$ and have equal $K_{aa}$, by rotational symmetry, so the same formula holds. Taking the square root to first order,
$$\omega_S=D_a+K_{aa},\qquad\omega_T=D_a-K_{aa},\qquad\omega_S-\omega_T=2K_{aa}.$$
$K_{aa}$ is twice the electrostatic self-energy of the charge distribution $\varphi_0\varphi_a$ and is positive. The singlet lies above the triplet.

**Next order.** Second-order perturbation theory for $\omega^2$ adds $\sum_{b\ne a}4D_aD_bK_{ab}^2/(D_a^2-D_b^2)$. With $\sqrt{D_a^2+x}=D_a+x/(2D_a)-x^2/(8D_a^3)+\dots$,
$$\omega=D_a+sK_{aa}-\frac{K_{aa}^2}{2D_a}+\sum_{b\neq a}\frac{2D_bK_{ab}^2}{D_a^2-D_b^2}+O(K^3).$$
The second-order terms contain $s^2=1$. They shift both levels equally and cancel from the splitting, whose first correction is of third order. For the lowest level of a given symmetry every coupled $D_b$ exceeds $D_a$, and the common shift is downward.

**A limit in which the single pole is right.** Consider a two-electron ion of large nuclear charge $Z$, without relativity. Lengths scale as $1/Z$, one-electron energies as $Z^2$ and Coulomb integrals as $Z$, so the repulsion is a weak perturbation on hydrogenic orbitals. The function $(\varphi_0\varphi_a'\pm\varphi_a\varphi_0')/\sqrt2$ has the repulsion energy $J_a\pm K_{aa}$, with $J_a=\iint\varphi_a^2\,w\,\varphi_0'^2$; the ground state has $J_0$. The true excitation energy is therefore
$$\tfrac12Z^2\big(1-n_a^{-2}\big)+J_a-J_0\pm K_{aa}+O(1),$$
where $n_a$ is the principal quantum number. In the Kohn–Sham potential the electron feels $v_H-v_H/2=v_H/2$, the potential of one $1s$ electron. This shifts $\varepsilon_a$ by $J_a$ and $\varepsilon_0$ by $J_0$, so $D_a$ equals the expression above without $\pm K_{aa}$. The single-pole energies $D_a\pm K_{aa}$ are thus correct through order $Z$. The neglected terms, of type $K^2/D$, are of order one, as are the correlation effects. At $Z=2$ they need not be small compared with the splitting.

### (c) Helium

**Origin of the data.** With $\varphi=u(r)Y_{lm}/r$, the orbitals obey
$$-\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}-\frac2r+\tfrac12v_H\Big]u=\varepsilon u,$$
solved self-consistently on a radial grid. The finite grid raises $\varepsilon_{1s}$ slightly: the converged value is $-0.91796$ hartree, which leaves the gaps $D$ below unchanged to four decimals. In the multipole expansion of $w$, the product $\varphi_{1s}\varphi_a$ selects the term $l$ of orbital $a$. Its factor $4\pi/(2l+1)$ meets $Y_{00}^2=1/(4\pi)$, so
$$K_{aa}=\frac1{2l+1}\iint u_{1s}u_a\,\frac{r_<^{\,l}}{r_>^{\,l+1}}\,u_{1s}'u_a'\,dr\,dr' ,$$
where $r_<$ and $r_>$ are the smaller and the larger of $r$ and $r'$. A separate calculation in a Gaussian basis gives the same two integrals to the digits quoted.

**Single-pole results**, in hartree. For $2s$:
$$D=-0.1583+0.9179=0.7596,$$
$$\omega_S=0.7596+0.0226=0.7822,\qquad\omega_T=0.7596-0.0226=0.7370.$$
For $2p$:
$$D=-0.1274+0.9179=0.7905,$$
$$\omega_S=0.7905+0.0081=0.7986,\qquad\omega_T=0.7905-0.0081=0.7824.$$
The splittings are
$$2K_{2s}=0.0452\ \text{hartree}=1.23\ \text{eV},\qquad2K_{2p}=0.0162\ \text{hartree}=0.44\ \text{eV}.$$

**Comparison.** Two further calculations separate the sources of error. The first solves the boxed equation with all poles of the Gaussian basis and the same kernel. The second is full configuration interaction (CI) for both electrons in that basis of $s$, $p$ and $d$ functions. The CI leaves out higher angular momenta, relativity and nuclear motion. Removing the $d$ functions changes its splittings from 0.0293 to 0.0294 hartree for $2s$ and from 0.0094 to 0.0098 hartree for $2p$, which indicates its sensitivity to the basis. In the limit of a complete basis all four CI excitation energies rise by about 0.001 hartree, mainly because the ground state falls, and the splittings become 0.0293 and 0.0093 hartree.

| Energy (hartree) | single pole | all poles | CI |
|---|---|---|---|
| $2s$ singlet | 0.7822 | 0.7755 | 0.7567 |
| $2s$ triplet | 0.7370 | 0.7236 | 0.7274 |
| $2s$ splitting | 0.0452 | 0.0519 | 0.0293 |
| $2p$ singlet | 0.7986 | 0.7970 | 0.7789 |
| $2p$ triplet | 0.7824 | 0.7797 | 0.7695 |
| $2p$ splitting | 0.0162 | 0.0173 | 0.0094 |

Each singlet lies above its triplet, as in CI. The order of the $2s$ singlet and the $2p$ triplet also matches CI, but only narrowly: they are $0.7824-0.7822=0.0002$ hartree apart in the single-pole approximation, against $0.7695-0.7567=0.0128$ hartree in CI. The single-pole splittings are 1.54 times (for $2s$) and 1.72 times (for $2p$) the CI values; against complete-basis splittings the $2p$ ratio is 1.74.

**The discarded poles.** Including them lowers all four levels, as the second-order formula predicts. The mean of the $2s$ pair falls by 0.010 hartree and that of the $2p$ pair by 0.002 hartree. The splittings grow, by 15 % and 7 % of their single-pole values; this change comes from third and higher odd orders. Solving the equation fully therefore takes the splittings further from CI. The single-pole values are closer because the truncation error partly offsets a larger one.

**The missing correlation.** With all poles kept, the excess over CI is $0.0519-0.0293=0.0226$ hartree for $2s$ and $0.0173-0.0094=0.0079$ hartree for $2p$. Apart from the basis error of the CI, whose removal raises each figure by 0.0001 hartree, this is due to the neglect of correlation in the Kohn–Sham potential and in the kernel together. These calculations do not divide it between the two.

**The series limit.** All four single-pole levels lie above CI. Part of this is a common offset. For highly excited orbitals $\varepsilon_a\to0$ and $K_{aa}\to0$, so the single-pole levels converge to $-\varepsilon_{1s}=0.9179$ hartree. The CI ionization energy follows from its ground-state energy, $-2.9026$ hartree, and the energy $-Z^2/2=-2$ hartree of the remaining ion, which gives 0.9026 hartree. The exchange-only limit thus lies 0.0153 hartree above the CI limit. About 0.001 hartree of this is basis error in the CI ground state: the converged nonrelativistic energy is $-2.9037$ hartree, which makes the true excess about 0.014 hartree.

Measured down from its own limit, the $2s$ singlet is bound by $0.9179-0.7822=0.1357$ hartree, against $0.9026-0.7567=0.1459$ in CI. The $2s$ triplet is bound by 0.1809, against 0.1752. For $2p$ the pairs are 0.1193 against 0.1237 (singlet) and 0.1355 against 0.1331 (triplet). A complete basis raises the CI binding energies by at most about 0.0001 hartree. With the offset removed, the singlets are bound too weakly and the triplets too strongly, which is the excess splitting seen level by level.

## Variation 1: comparison with time-dependent Hartree–Fock

*Do the energies from the boxed equation agree with time-dependent Hartree–Fock, whose empty orbitals are different?*

Both methods have the same occupied orbital, and so the same space of empty orbitals. In that space let $h$ be the kinetic energy plus the nuclear attraction, $J_{ab}=\iint\varphi_a\varphi_b\,w\,\varphi_0'^2$, and $K_{ab}$ as before. The Kohn–Sham matrix is $h+J$, so $D=h+J-\varepsilon_0$. The Hartree–Fock matrix is $h+2J-K$.

Write the response equations as $\omega X=AX+BY$ and $-\omega Y=BX+AY$. The part of the spin-up density-matrix change that varies as $e^{-i\omega t}$ is $\delta\gamma_\uparrow(\mathbf r,\mathbf r')=\sum_b(X_b\varphi_b\varphi_0'+Y_b\varphi_0\varphi_b')$. The Hartree response of both spins, acting on $\varphi_0$ and projected on $\varphi_a$, gives $(1+s)\sum_bK_{ab}(X_b+Y_b)$. The exchange response $-\int\delta\gamma_\uparrow(\mathbf r,\mathbf r')\,w\,\varphi_0'\,d\mathbf r'$, projected on $\varphi_a$, gives $-\sum_b(J_{ab}X_b+K_{ab}Y_b)$. Hence $A=(h+2J-K-\varepsilon_0)+(1+s)K-J$ and $B=(1+s)K-K$, so that Hartree–Fock has
$$A_S=(h+2J-K-\varepsilon_0)+2K-J=D+K,\qquad B_S=2K-K=K,$$
$$A_T=(h+2J-K-\varepsilon_0)-J=D-K,\qquad B_T=-K.$$
These are $A=D+sK$ and $B=sK$, the matrices found in (b). All excitation energies agree, in both channels. Numerically, the four lowest roots of each channel differ by at most $1.5\times10^{-9}$ hartree. A factor other than one half in the kernel would spoil this agreement.

## Variation 2: what the exchange kernel does to the splitting

*Keep the same orbitals but drop $f_x$. How do the single-pole levels and their splitting change?*

For a general exchange–correlation kernel, $\delta n_\downarrow=s\,\delta n_\uparrow$ gives
$$\delta v_\uparrow=\int\big[w+f_{\uparrow\uparrow}+s\,(w+f_{\uparrow\downarrow})\big]\delta n_\uparrow .$$
The single-pole energy is therefore
$$\omega=D_a+\langle w+f_{\uparrow\uparrow}\rangle+s\,\langle w+f_{\uparrow\downarrow}\rangle ,$$
where $\langle\cdot\rangle$ is the double integral with $\varphi_0\varphi_a$ at both points, so that $\langle w\rangle=K_{aa}$. A frequency-dependent kernel is taken at $\omega=D_a$.

Without $f_x$ the levels are $D_a+2K_{aa}$ and $D_a$. For $2s$ these are 0.8048 and 0.7596 hartree, again 0.0452 hartree apart. Exchange lowers both levels by $K_{aa}$ and leaves their separation unchanged, because it acts between equal spins. In general
$$\omega_S-\omega_T=2K_{aa}+2\langle f_{\uparrow\downarrow}\rangle ,$$
and since $f_{x,\uparrow\downarrow}=0$, the last term is pure correlation.

If the orbitals and the single pole were kept, matching the CI splittings would require $\langle f_{\uparrow\downarrow}\rangle=(0.0293-0.0452)/2=-0.0079$ hartree for $2s$ and $(0.0094-0.0162)/2=-0.0034$ hartree for $2p$. Complete-basis splittings change these to $-0.0080$ and $-0.0035$ hartree. They are effective values, which also absorb the errors of the orbitals and of the truncation. Their negative sign means that, within this description, correlation must weaken the interaction between opposite spins.

The numerical output below lists the values used here.

## Table of computed values

```
radial grid step 0.005 bohr, outer radius 50.0 bohr
Gaussian basis functions: 61 (without d: 41)
KS 1s energy, grid: -0.9179 hartree
Hartree-Fock 1s energy, basis: -0.9179 hartree
largest difference, 4 lowest roots, full response with f_x=-w/2 vs Hartree-Fock response: 1.5e-09 hartree
CI ground-state energy: -2.9026 hartree (without d: -2.9005 hartree)
--- excitation 1s -> 2s ---
KS orbital energy: -0.1583 hartree
KS gap D: 0.7596 hartree
exchange integral K: 0.02260 hartree (basis: 0.02260 hartree)
slope of full roots in kernel strength: 0.02260 hartree
SPA singlet D+K: 0.7822 hartree
SPA triplet D-K: 0.7370 hartree
SPA singlet without f_x, D+2K: 0.8048 hartree
full-response singlet: 0.7755 hartree
full-response triplet: 0.7236 hartree
CI singlet excitation: 0.7567 hartree
CI triplet excitation: 0.7274 hartree
splitting SPA 2K: 0.04520 hartree = 1.230 eV
splitting full response: 0.05191 hartree = 1.413 eV
splitting CI: 0.02931 hartree = 0.798 eV
splitting CI without d: 0.02941 hartree
ratio SPA/CI splitting: 1.54
--- excitation 1s -> 2p ---
KS orbital energy: -0.1274 hartree
KS gap D: 0.7905 hartree
exchange integral K: 0.00812 hartree (basis: 0.00812 hartree)
slope of full roots in kernel strength: 0.00812 hartree
SPA singlet D+K: 0.7986 hartree
SPA triplet D-K: 0.7824 hartree
SPA singlet without f_x, D+2K: 0.8067 hartree
full-response singlet: 0.7970 hartree
full-response triplet: 0.7797 hartree
CI singlet excitation: 0.7789 hartree
CI triplet excitation: 0.7695 hartree
splitting SPA 2K: 0.01624 hartree = 0.442 eV
splitting full response: 0.01731 hartree = 0.471 eV
splitting CI: 0.00942 hartree = 0.256 eV
splitting CI without d: 0.00977 hartree
ratio SPA/CI splitting: 1.72
```
